# Pulse Accumulation in a Modulated Pump-Probe Measurement of One Thermal Mode: a numerical check

```python
"""Pulse accumulation in a modulated pump-probe measurement of one thermal mode.

Result under test: with pump pulses every T, modulation phase step phi = w0*T
and a response exp(-t/tau) to each pulse, the lock-in reading at delay td is
    Z = exp(-td/tau) * F,   F = 1 / (1 - exp(-T/tau - i*phi)),
per unit single-pulse rise and unit modulation depth (pump advanced by td).
The ratio R = -Re Z / Im Z then gives tau = T / ln(cos(phi) + R*sin(phi)).
Film: heat capacity C per volume, thickness d, interface conductance G,
tau = C*d/G. All quantities are in SI units unless a name says otherwise.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import wofz

# Rough typical values: gold film on diamond
C, d, G, k_film = 2.5e6, 200e-9, 30e6, 300.0
C_sub, k_sub = 1.8e6, 2000.0
f_rep, f_mod = 80e6, 10e6
w_pump, w_probe = 20e-6, 20e-6       # 1/e^2 intensity radii
power_abs = 5e-3                     # average absorbed pump power
T = 1 / f_rep
phi = 2 * np.pi * f_mod * T
tau = C * d / G
r = np.exp(-T / tau)
D_film, D_sub = k_film / C, k_sub / C_sub
W2 = w_pump**2 + w_probe**2


def factor(decay_time, phase):
    return 1 / (1 - np.exp(-T / decay_time - 1j * phase))


def ratio(z):
    return -z.real / z.imag


def tau_from_ratio(R):
    return T / np.log(np.cos(phi) + R * np.sin(phi))


F = factor(tau, phi)
R = ratio(F)

# --- Film equation integrated pulse by pulse from a cold start -------------
gaps = np.array([0.0, 1e-9, 8e-9, T])    # times after the latest pump pulse
n = np.arange(64)


def simulate(energies):
    rise, history = 0.0, []
    for energy in energies:
        rise += energy
        sol = solve_ivp(lambda t, y: -G * y * 1e-9 / (C * d), (0, T * 1e9),
                        [rise], method="DOP853", t_eval=gaps * 1e9,
                        rtol=1e-11, atol=1e-14)
        history.append(sol.y[0])
        rise = sol.y[0, -1]
    return np.array(history)


def lock_in(samples, phases):
    """Amplitude at the modulation frequency, from the last 8 probe pulses."""
    return 2 * np.mean(samples[-8:] * np.exp(-1j * phases[-8:]))


films = simulate(1 + np.cos(phi * n))
for i, td in enumerate(gaps[:3]):
    z_pump_stage = lock_in(films[:, i], phi * n)
    z_probe_stage = lock_in(films[:, i], 2 * np.pi * f_mod * (n * T + td))
    expected = np.exp(-td / tau) * F
    assert abs(z_pump_stage - expected) < 1e-7
    assert abs(z_probe_stage - expected * np.exp(-2j*np.pi*f_mod*td)) < 1e-7
    assert abs(ratio(z_pump_stage) - R) < 1e-6
    assert abs(tau_from_ratio(ratio(z_pump_stage)) / tau - 1) < 1e-6
# Negative delay: the probe comes before its own pump pulse
z_before = lock_in(films[:, 3], phi * (n + 1))
assert abs(z_before - (F - 1)) < 1e-7
z_neg = lock_in(films[:, 2], phi * (n + 1))
assert abs(z_neg - np.exp(-(gaps[2] - T) / tau) * (F - 1)) < 1e-7
# On-off modulation: normalizing by the jump at zero delay recovers F
square = simulate((n % 8 < 4).astype(float))
after = lock_in(square[:, 0], phi * n)
before = lock_in(square[:, 3], phi * (n + 1))
assert abs(after / (after - before) - F) < 1e-7
# Two pulses per modulation period: the images coincide, the reading doubles
nyquist = lock_in(simulate(1 + np.cos(np.pi * n))[:, 0], np.pi * n)
assert abs(nyquist - 2 * factor(tau, np.pi)) < 1e-7

# --- Explicit sums over earlier pulses -------------------------------------
q = np.arange(2000)
for phase in np.linspace(0.1, 3.1, 25):
    total = np.sum(np.exp(-q * (T / tau + 1j * phase)))
    assert abs(total - factor(tau, phase)) < 1e-12
    assert (abs(total) < 1) == (np.cos(phase) < r / 2)
denominator = 1 - 2 * r * np.cos(phi) + r**2
total = np.sum(np.exp(-q * (T / tau + 1j * phi)))
assert abs(total.real - (1 - r * np.cos(phi)) / denominator) < 1e-12
assert abs(total.imag + r * np.sin(phi) / denominator) < 1e-12
partial = np.cumsum(np.exp(-q * (T / tau + 1j * phi)))
errors = abs(partial / total - 1)
n_needed = int(np.argmax(errors < 1e-3)) + 1
assert n_needed == int(np.ceil(np.log(1e3) * tau / T))
x = T / tau + 1j * phi
for scale in (0.1, 0.05):
    y = scale * x
    slow_sum = np.sum(np.exp(-q * y))
    assert abs(slow_sum - 1 / y - 0.5 - y / 12) < abs(y)**3 / 700
step = 1e-5
slope = (np.log(tau_from_ratio(R * (1 + step)))
         - np.log(tau_from_ratio(R * (1 - step)))) / (2 * step)
assert abs(slope + tau / T * (1 - r * np.cos(phi))) < 1e-6
# Symmetric sideband sum at zero delay gives the midpoint of the jump
j = np.arange(-200000, 200001)
omega = 2 * np.pi * (f_mod + j * f_rep)
midpoint = np.sum(tau / (1 + 1j * omega * tau)) / T
assert abs(midpoint - (F - 0.5)) < 1e-5


# --- Fuller heat-flow model: substrate, lateral spreading, film depth ------
def transfer(omega, substrate, lateral, depth, nodes):
    """Probe-averaged response, normalized to a unit single-pulse rise."""
    s, weight = np.polynomial.legendre.leggauss(nodes)
    s = 3 * (s + 1)
    weight = 3 * weight * 2 * s * np.exp(-s**2)
    k2 = (8 * s**2 / W2 if lateral else 0 * s)[:, None]
    iw = 1j * np.atleast_1d(omega)[None, :]
    load = G
    if substrate:
        load = 1 / (1 / G + 1 / (k_sub * np.sqrt(k2 + iw / D_sub)))
    if depth:
        decay = np.sqrt(k2 + iw / D_film)
        own, th = k_film * decay, np.tanh(decay * d)
        admittance = own * (load + own * th) / (own + load * th)
    else:
        admittance = iw * C * d + k_film * d * k2 + load
    return weight @ (C * d / admittance)


def reading(td, substrate, lateral, depth, nodes=40, band=10e9):
    """Sideband sum; the smooth band limit blurs time by about 20 ps."""
    top = int(4 * band / f_rep)
    freq = f_mod + np.arange(-top, top + 1) * f_rep
    omega = 2 * np.pi * freq
    h = transfer(omega, substrate, lateral, depth, nodes)
    return np.sum(h * np.exp(-(freq/band)**2 + 1j * omega * td)) / T


# Time-domain solutions for each effect alone
effusivity = np.sqrt(k_sub * C_sub)
p = np.roots([C * d * effusivity, C * d * G, G * effusivity]).astype(complex)
biot = G * d / k_film
betas = [brentq(lambda b: b * np.sin(b) - biot * np.cos(b),
                m * np.pi, (m + 0.5) * np.pi) for m in range(10)]
many = np.arange(20000)
for td in gaps[1:3]:
    assert abs(reading(td, 0, 0, 0) - np.exp(-td / tau) * F) < 1e-5
    t = many * T + td
    response = sum((G + effusivity * a) / (effusivity * (a - b))
                   * wofz(-1j * a * np.sqrt(t))
                   for a, b in ((p[0], p[1]), (p[1], p[0])))
    sums = np.cumsum(response * np.exp(-1j * phi * many))
    assert abs(np.mean(sums[-8:]) - reading(td, 1, 0, 0)) < 1e-4
    spread = np.exp(-t / tau) / (1 + 8 * D_film * t / W2)
    direct = np.sum(spread * np.exp(-1j * phi * many))
    assert abs(direct - reading(td, 0, 1, 0)) < 1e-5
    modes = 0
    for b in betas:
        mode_tau = d**2 / (D_film * b**2)
        size = 2 / (1 + np.sin(2 * b) / (2 * b))
        modes += size * np.exp(-td / mode_tau) * factor(mode_tau, phi)
    assert abs(modes - reading(td, 0, 0, 1)) < 1e-4

cases = [("substrate heating", (1, 0, 0)), ("lateral spreading", (0, 1, 0)),
         ("film depth", (0, 0, 1)), ("all three", (1, 1, 1))]
shift = max(abs(tau_from_ratio(ratio(reading(td, 1, 1, 1, 60, 15e9)))
                / tau_from_ratio(ratio(reading(td, 1, 1, 1))) - 1)
            for td in gaps[1:3])
assert shift < 1e-3

# --- Worked example ---------------------------------------------------------
pulse_energy = power_abs / f_rep
rise = 2 * pulse_energy / (np.pi * W2) / (C * d)
mean_full = rise / T * transfer(0.0, 1, 1, 1, 60)[0].real
print(f"film heat capacity C = {C/1e6:.2f} MJ/(m^3 K)")
print(f"film thickness d = {d*1e9:.0f} nm")
print(f"interface conductance G = {G/1e6:.0f} MW/(m^2 K)")
print(f"film conductivity = {k_film:.0f} W/(m K)")
print(f"diamond conductivity = {k_sub:.0f} W/(m K)")
print(f"diamond heat capacity = {C_sub/1e6:.2f} MJ/(m^3 K)")
print(f"repetition rate = {f_rep/1e6:.0f} MHz")
print(f"modulation frequency = {f_mod/1e6:.0f} MHz")
print(f"pump, probe radii = {w_pump*1e6:.0f}, {w_probe*1e6:.0f} um")
print(f"average absorbed power = {power_abs*1e3:.1f} mW")
print(f"pulse period T = {T*1e9:.2f} ns")
print(f"decay time tau = {tau*1e9:.3f} ns")
print(f"T/tau = {T/tau:.4f}, r = {r:.4f}")
print(f"phase step phi = {np.degrees(phi):.1f} deg")
print(f"denominator D = {denominator:.4f}")
print(f"F = {F.real:.4f} {F.imag:+.4f} i")
print(f"|F| = {abs(F):.4f}, phase = {np.degrees(np.angle(F)):.2f} deg")
print(f"F - 1 (before pulse) = {F.real-1:.4f} {F.imag:+.4f} i")
for label, value in (("1/x", 1/x), ("1/x + 1/2", 1/x + 0.5),
                     ("1/x + 1/2 + x/12", 1/x + 0.5 + x/12)):
    print(f"{label} = {value.real:.4f} {value.imag:+.4f} i")
print(f"pulses for 0.1 % accuracy = {n_needed}")
for f in (1e6, 10e6, 30e6):
    value = factor(tau, 2 * np.pi * f * T)
    print(f"{f/1e6:.0f} MHz: |F| = {abs(value):.4f}, "
          f"phase = {np.degrees(np.angle(value)):.2f} deg")
print(f"ratio R = {R:.4f}")
print(f"d ln tau / d ln R = {slope:.4f}")
for degrees in (-1, 1):
    wrong = tau_from_ratio(ratio(F * np.exp(1j * np.radians(degrees))))
    print(f"phase error {degrees:+d} deg: tau = {wrong*1e9:.3f} ns")
turned = F * np.exp(-2j * np.pi * f_mod * gaps[1])
print(f"wrong stage geometry, 1 ns: tau = "
      f"{tau_from_ratio(ratio(turned))*1e9:.3f} ns")
print(f"absorbed energy per pulse = {pulse_energy*1e12:.2f} pJ")
print(f"single-pulse rise a = {rise*1e3:.2f} mK")
for td in gaps[1:3]:
    z = rise * np.exp(-td / tau) * F * 1e3
    print(f"signal at {td*1e9:.0f} ns: X = {z.real:.2f}, Y = {z.imag:.2f} mK")
print(f"mean rise, one mode = {rise*tau/T*1e3:.1f} mK")
print(f"mean rise, full model = {mean_full*1e3:.1f} mK")
print(f"Biot number G d/k = {biot:.4f}")
for name, switches in cases:
    for td in gaps[1:3]:
        value = ratio(reading(td, *switches))
        inferred = tau_from_ratio(value)
        print(f"{name}, {td*1e9:.0f} ns: R = {value:.4f}, "
              f"tau = {inferred*1e9:.3f} ns ({100*(inferred/tau-1):+.2f} %)")
G_inferred = C * d / tau_from_ratio(ratio(reading(gaps[1], 1, 1, 1)))
print(f"G inferred, all three, 1 ns = {G_inferred/1e6:.2f} MW/(m^2 K)")
print(f"largest convergence shift of tau = {100*shift:.5f} %")
print("checks complete")
```

It prints:

```
film heat capacity C = 2.50 MJ/(m^3 K)
film thickness d = 200 nm
interface conductance G = 30 MW/(m^2 K)
film conductivity = 300 W/(m K)
diamond conductivity = 2000 W/(m K)
diamond heat capacity = 1.80 MJ/(m^3 K)
repetition rate = 80 MHz
modulation frequency = 10 MHz
pump, probe radii = 20, 20 um
average absorbed power = 5.0 mW
pulse period T = 12.50 ns
decay time tau = 16.667 ns
T/tau = 0.7500, r = 0.4724
phase step phi = 45.0 deg
denominator D = 0.5551
F = 1.1998 -0.6017 i
|F| = 1.3422, phase = -26.64 deg
F - 1 (before pulse) = 0.1998 -0.6017 i
1/x = 0.6359 -0.6660 i
1/x + 1/2 = 1.1359 -0.6660 i
1/x + 1/2 + x/12 = 1.1984 -0.6005 i
pulses for 0.1 % accuracy = 10
1 MHz: |F| = 1.8854, phase = -4.01 deg
10 MHz: |F| = 1.3422, phase = -26.64 deg
30 MHz: |F| = 0.7272, phase = -14.06 deg
ratio R = 1.9939
d ln tau / d ln R = -0.8880
phase error -1 deg: tau = 17.323 ns
phase error +1 deg: tau = 16.034 ns
wrong stage geometry, 1 ns: tau = 19.157 ns
absorbed energy per pulse = 62.50 pJ
single-pulse rise a = 99.47 mK
signal at 1 ns: X = 112.39, Y = -56.37 mK
signal at 8 ns: X = 73.85, Y = -37.04 mK
mean rise, one mode = 132.6 mK
mean rise, full model = 167.2 mK
Biot number G d/k = 0.0200
substrate heating, 1 ns: R = 1.8546, tau = 17.797 ns (+6.78 %)
substrate heating, 8 ns: R = 1.7894, tau = 18.403 ns (+10.42 %)
lateral spreading, 1 ns: R = 2.0385, tau = 16.345 ns (-1.93 %)
lateral spreading, 8 ns: R = 2.0381, tau = 16.347 ns (-1.92 %)
film depth, 1 ns: R = 1.9790, tau = 16.778 ns (+0.67 %)
film depth, 8 ns: R = 1.9790, tau = 16.778 ns (+0.67 %)
all three, 1 ns: R = 1.8845, tau = 17.537 ns (+5.22 %)
all three, 8 ns: R = 1.8247, tau = 18.068 ns (+8.41 %)
G inferred, all three, 1 ns = 28.51 MW/(m^2 K)
largest convergence shift of tau = 0.00001 %
checks complete
```
